# Folding the Spectrum to Find a Defect Level in the Gap

## Four levels by hand

Take the matrix, in arbitrary energy units,

$$
H=\begin{pmatrix}2&1&0&0\\1&2&0&0\\0&0&8&2\\0&0&2&8\end{pmatrix}.
$$

Each block has the sum and difference of its two basis vectors as eigenvectors, so the levels are 1, 3, 6 and 10. Let the level at 3, with eigenvector $(1,1,0,0)/\sqrt2$, play the part of a defect level between a valence level at 1 and a conduction level at 6.

Minimising $\langle H\rangle$ cannot find it. Mixing in the state at 1 lowers the energy and mixing in the state at 6 raises it, so the wanted state is a saddle point. Now choose a fold energy $\varepsilon=3.5$ and square the shifted matrix. In the first block,

$$
\begin{pmatrix}-1.5&1\\1&-1.5\end{pmatrix}^2=\begin{pmatrix}3.25&-3\\-3&3.25\end{pmatrix}.
$$

For the trial vector $(\cos\theta,\sin\theta,0,0)$ the folded quotient is $3.25-3\sin2\theta$. Its minimum, 0.25, lies at $\theta=45^\circ$, which is the defect state. The second block has the larger folded values $(6-3.5)^2=6.25$ and $(10-3.5)^2=42.25$. The saddle has become a minimum.

The price is visible in the same numbers. The distances from the fold are 0.5, 2.5, 2.5 and 6.5. Measured from the lowest value, the largest distance exceeds the next one by the factor $(6.5-0.5)/(2.5-0.5)=3$. After squaring, the factor is $(42.25-0.25)/(6.25-0.25)=7$. The minimum now sits in a narrower valley, relative to its steepest walls.

## The general statement

Let $H$ be a real symmetric one-electron Hamiltonian with orthonormal eigenvectors $v_j$ and energies $E_j$. The defect level $E_d$ is nondegenerate, with nearest neighbours $L<E_d<U$. Define $F=(H-\varepsilon)^2$. For a normalised vector $x=\sum_jc_jv_j$,

$$
f(x)=\langle x|F|x\rangle=\sum_jc_j^2(E_j-\varepsilon)^2 .
$$

This is a weighted mean of squared distances, so its minimum is the state nearest to $\varepsilon$. To see when that is the defect state, factor

$$
(E_j-\varepsilon)^2-(E_d-\varepsilon)^2=(E_j-E_d)(E_j+E_d-2\varepsilon).
$$

For $E_j=U$ this is positive if $\varepsilon<(E_d+U)/2$. Higher levels make both factors larger. The same argument below the defect gives $\varepsilon>(L+E_d)/2$. Hence $v_d$ is the unique minimiser, apart from its sign, when

$$
\frac{L+E_d}{2}<\varepsilon<\frac{E_d+U}{2}. \tag{1}
$$

On a boundary two states tie; beyond it another state wins. In the small example the window runs from 2 to 4.5, and a fold at 5 would return the level at 6.

If a gap from $E_v$ to $E_c$ holds a single level, a fold at midgap captures it: the level is less than half a gap away, and every band state is at least half a gap away. With several gap levels, midgap selects the nearest one.

## How narrow the valley is

Write the eigenvalues of $F$ in ascending order as $f_1,f_2,\ldots,f_{\max}$, with $f_1$ belonging to $v_d$, and relabel the other eigenvectors to match. Near the minimum put $x\propto v_d+\sum_{j\ge2}\eta_jv_j$. Then

$$
f(x)=\frac{f_1+\sum_j\eta_j^2f_j}{1+\sum_j\eta_j^2}
=f_1+\sum_j\eta_j^2(f_j-f_1)+O(\eta^4).
$$

The second derivatives are $2(f_j-f_1)$. Their largest ratio is the condition number of the minimisation:

$$
K_F=\frac{f_{\max}-f_1}{f_2-f_1}. \tag{2}
$$

To isolate the effect of squaring, compare with $|H-\varepsilon|$, the operator with the same eigenvectors and with eigenvalues $e_j=|E_j-\varepsilon|$, sorted in ascending order. Here it is built from the full set of eigenvectors, which a practical search would not have, but it is a fair reference because its minimum is the same state. Its condition number is $K_1=(e_{\max}-e_1)/(e_2-e_1)$. Since $f_j=e_j^2$, factoring both differences of squares in (2) gives

$$
K_F=K_1\,\frac{e_{\max}+e_1}{e_2+e_1}. \tag{3}
$$

The fraction is the penalty for folding. If $\varepsilon=E_d$, then $e_1=0$ and $K_F=(e_{\max}/e_2)^2=K_1^2$.

The usual condition number of a linear system, $\kappa(F)=f_{\max}/f_1=\kappa(H-\varepsilon)^2$, answers a different question. It diverges as $\varepsilon\to E_d$, because $f_1\to0$, while $K_F$ stays finite. It bounds how strongly the solution of $Fx=b$ can react to errors in $b$, not how fast $f(x)$ can be minimised.

## Where to fold

The folded gap $f_2-f_1$ is the smaller of

$$
(U-E_d)(U+E_d-2\varepsilon)\quad\text{and}\quad(E_d-L)(2\varepsilon-L-E_d).
$$

The first falls with $\varepsilon$ and the second rises, so the smaller one is largest where they are equal. Multiplying out,

$$
U^2-E_d^2-2\varepsilon(U-E_d)=2\varepsilon(E_d-L)-E_d^2+L^2 .
$$

The $E_d^2$ terms cancel and $U^2-L^2=2\varepsilon(U-L)$ remains. Thus

$$
\varepsilon=\frac{L+U}{2},\qquad f_2-f_1=(U-E_d)(E_d-L), \tag{4}
$$

where the second result follows from $U+E_d-2\varepsilon=E_d-L$. This fold lies inside window (1) because $L<E_d<U$, and it does not require knowledge of $E_d$. It also minimises $K_F$, although $f_{\max}$ depends on $\varepsilon$ too. Suppose first that $f_{\max}$ belongs to the highest level, $E_t\ge U$. Below the midpoint, $f_{\max}-f_1=(E_t-E_d)(E_t+E_d-2\varepsilon)$ falls with $\varepsilon$ while the folded gap rises, so their ratio falls. Above the midpoint, the ratio is proportional to

$$
\frac{E_t+E_d-2\varepsilon}{U+E_d-2\varepsilon}=1+\frac{E_t-U}{U+E_d-2\varepsilon},
$$

which never falls as $\varepsilon$ rises. The lowest level gives the mirror image of this argument. Since $K_F$ is the larger of the two ratios, and both are smallest at the midpoint, so is $K_F$.

A shallow level shows why this matters. Let it lie a small distance $\delta$ below $U$. Folding at the level itself gives a folded gap $\delta^2$; folding at the midpoint gives $\delta(U-L-\delta)\approx\delta(U-L)$. At fixed spectral width, $K_F$ then grows as $1/\delta$ instead of $1/\delta^2$.

## From condition number to number of steps

The simplest minimiser follows the gradient with a fixed step, $x\leftarrow x-\tau[F-f(x)]x$, and then normalises. Near the minimum $f(x)\to f_1$, and the unwanted component $j$ is multiplied by $1-\tau(f_j-f_1)$. The best $\tau$ gives the two ends of the spectrum equal and opposite factors:

$$
1-\tau(f_2-f_1)=-[1-\tau(f_{\max}-f_1)]
\;\Rightarrow\;\tau=\frac{2}{f_2+f_{\max}-2f_1}.
$$

The error therefore shrinks per step by

$$
\frac{f_{\max}-f_2}{f_{\max}+f_2-2f_1}=\frac{K_F-1}{K_F+1}, \tag{5}
$$

after division of numerator and denominator by $f_2-f_1$. In the four-level example $\tau=1/24$, and the factors are $1-6/24=3/4$ and $1-42/24=-3/4$, in agreement with $K_F=7$.

A better method keeps all earlier directions. After $m$ steps it minimises $f$ over the vectors $q(F)x_0$, where $q$ is any polynomial of degree at most $m$. Let $\theta_0$ be the angle between the start $x_0$ and $v_d$, with $\cos\theta_0\ne0$. In the quotient for $q(F)x_0$, keep only the $v_d$ part of the norm in the denominator and replace each $f_j-f_1$ by its largest value. This gives

$$
f-f_1\le(f_{\max}-f_1)\tan^2\theta_0\,\max_{j\ge2}\frac{q(f_j)^2}{q(f_1)^2}.
$$

Choose the Chebyshev polynomial $T_m$ with argument $(f_{\max}+f_2-2f)/(f_{\max}-f_2)$. The argument lies between $-1$ and 1 for all unwanted states, where $|T_m|\le1$. At $f_1$ it equals $(K_F+1)/(K_F-1)$. Hence

$$
f-f_1\le\frac{(f_{\max}-f_1)\tan^2\theta_0}{T_m^2\!\left(\frac{K_F+1}{K_F-1}\right)}. \tag{6}
$$

Put the argument equal to $\cosh u$, so that $T_m=\cosh mu\ge e^{mu}/2$. Then $e^u=(\sqrt{K_F}+1)/(\sqrt{K_F}-1)$, and $u\ge2/\sqrt{K_F}$. The bound falls at least as fast as $e^{-4m/\sqrt{K_F}}$. The number of steps that guarantees a given accuracy thus grows as $\sqrt{K_F}$, apart from a logarithm.

## The algorithm and its error bars

1. Choose $\varepsilon$ at midgap and a random normalised start $q_0$.
2. Apply $F$ to the newest basis vector by two successive products with $H-\varepsilon$; the matrix $F$ is never formed.
3. Project $F$ onto the basis, diagonalise the small matrix, and build $x$ from its lowest eigenvector.
4. Compute $E=\langle H\rangle$ and the spread $\sigma=\|(H-E)x\|$. Stop if $\sigma$ is small enough.
5. Otherwise orthogonalise the new image against the basis, normalise it, add it, and return to step 2.

The energy is taken from $\langle H\rangle$, because $f=\sigma^2+(E-\varepsilon)^2$ does not tell on which side of the fold the level lies.

The spread also gives an error bar. No level lies strictly between $E_d$ and $U$, so $(E_j-E_d)(E_j-U)\ge0$ for every $j$. Averaging over $x$ and using $\langle H^2\rangle=\sigma^2+E^2$,

$$
\sigma^2+(E-E_d)(E-U)\ge0 .
$$

For $E<U$ this means $E-E_d\le\sigma^2/(U-E)$. The same argument with $L$ bounds the other side:

$$
E-\frac{\sigma^2}{U-E}\le E_d\le E+\frac{\sigma^2}{E-L},\qquad L<E<U. \tag{7}
$$

If the gap holds one level, $E_c$ and $E_v$ may replace $U$ and $L$, since the products keep their signs. The error bar then needs no diagonalisation of the full matrix.

## A trap in a model gate oxide

Consider a cubic lattice of spacing $a$ with one s and three p orbitals per site. With $D_k=2\sum_i(1-\cos k_ia)\ge0$, the unmixed bands are $E_s=E_c+t_sD_k$ and $E_p=E_v-t_pD_k$. An s orbital couples to $p_i$ with $+v$ on one neighbour along axis $i$ and $-v$ on the other, which gives $v(e^{ik_ia}-e^{-ik_ia})=2iv\sin k_ia$.

This coupling cannot put states into the gap. Let $A$ and $B$ be the s and p blocks, $C$ their coupling, and $(\alpha,\beta)$ an eigenvector at energy $E$. Multiply its two block equations by $\alpha^T$ and $\beta^T$ and subtract; the terms with $C$ cancel:

$$
\alpha^T(A-E)\alpha+\beta^T(E-B)\beta=0 .
$$

For $E_v<E<E_c$ both terms are nonnegative and vanish only for $\alpha=\beta=0$.

The defect lowers one s orbital, $|0\rangle$, by $U_0$. With $G=(E-H_0)^{-1}$ for the perfect lattice, the eigenvalue equation becomes $\psi=-U_0\psi_0G|0\rangle$. Its component on $|0\rangle$ gives

$$
1+U_0G_{ss}(E)=0,\qquad
G_{ss}=\frac1N\sum_k\frac{1}{E-E_s-\dfrac{4v^2\sum_i\sin^2k_ia}{E-E_p}}, \tag{8}
$$

where $N$ is the number of sites and the p amplitudes have been eliminated. In the gap $G_{ss}'=-\langle0|G^2|0\rangle<0$, so there is at most one root. Normalising $\psi$ gives the weight $\psi_0^2=-1/(U_0^2G_{ss}')$.

The parameters are $E_v=0$, $E_c=5.8$ eV, $t_s=v=0.6$ eV, $t_p=0.2$ eV, $U_0=6$ eV and $a=0.25$ nm, on $8\times8\times8$ sites with 2048 orbitals. The fold is at 2.9 eV.

The search starts at $E=1.32$ eV and has moved to 0.89 eV after five steps, away from the answer. This is no fault: $f$ is being minimised, not the energy error. From $\sigma^2+(E-\varepsilon)^2$, $f$ falls from $4.68^2+1.58^2=24.4$ to $2.59^2+2.01^2=10.7$ eV². At step 15, $E=3.49018$ eV and $\sigma=0.0196$ eV. Equation (7) allows a downward correction of $0.0196^2/2.31=1.7\times10^{-4}$ eV and an upward one of $0.0196^2/3.49=1.1\times10^{-4}$ eV. The actual correction is $+1.9\times10^{-5}$ eV. The folded error is then $3.6\times10^{-4}$ eV², below the bound $1.6\times10^{-2}$ eV² from (6).

After 31 steps the level is 3.49 eV (0.1283 hartree), 2.31 eV below the conduction edge. Full diagonalisation and the root of (8) both agree with the search to all eight printed decimals, 3.49019661 eV. The state differs from the diagonalised one by an angle of $1.9\times10^{-7}$, and 84% of it sits on the defect orbital.

The neighbours lie at 0 and 5.812 eV, so (1) gives a window from 1.745 to 4.651 eV. A fold at 5.151 eV returns the band state at 5.812 eV, as it should.

## What folding costs here

The distances are $e_1=0.590$, $e_2=2.900$ and $e_{\max}=10.097$ eV. Therefore

$$
K_1=\frac{9.506}{2.310}=4.12,\qquad
K_F=4.12\times\frac{10.687}{3.490}=12.6 .
$$

Folding at the level itself would give $K_F=16.8$. By contrast, $\kappa(F)=293$ at midgap, far from the number that governs the search.

Equation (5) predicts a logarithmic error reduction of 0.159 per fixed step for $F$; the measured value is 0.161. For $|H-\varepsilon|$ the values are 0.496 and 0.502. Near the minimum every unwanted component shrinks at least as fast as (5) predicts, so components that shrink faster and have not yet died out raise the measured rate slightly. The Krylov search needs 29 steps for $F$ and 16 for $|H-\varepsilon|$ to reach an angle of $10^{-6}$ from the same start. Their ratio, 1.8, is close to $\sqrt{K_F/K_1}=1.75$, though (6) only bounds the counts.

These counts are steps, and each step with $F$ costs two products with $H$, so the 29 steps take about 58 products. The vectors $q(F)x_0$ of degree $m$ are among the vectors $p(H)x_0$ of degree $2m$. Minimising the same $f$ over the Krylov space of $H$ itself therefore cannot give a larger $f$ for the same polynomial degree in $H$; in this model it reaches the same angle with about 40 products, at the price of storing more basis vectors.

Counted in steps, the penalty is mild because this basis spans only about 10 eV above the fold. On a real-space grid of spacing $h$, with the three-point formula for the second derivative, the kinetic energy reaches $2/h^2$ per dimension in atomic units. With the levels near the gap held fixed, $K_1\propto h^{-2}$ and $K_F\propto h^{-4}$.

A one-dimensional crystal shows this. It has twelve periods of 0.3 nm, a cosine potential of amplitude 6 eV, and a Gaussian well 4 eV deep with standard deviation 0.08 nm; the fold is midway between the defect level's neighbours. Halving $h$ from 0.0125 to 0.00625 nm raises $K_1$ from 1003 to 4034, a factor 4.02, and $K_F$ from $1.87\times10^5$ to $3.01\times10^6$, a factor 16.1. By (6), the guaranteed step count scales as $h^{-2}$ for $F$ and $h^{-1}$ for $|H-\varepsilon|$. For $F$ in this small chain, the 576 points of the finest grid cap the Krylov dimension before the guarantee becomes useful.

## Beside a real gate stack

The gap and the static dielectric constant of 20 are rough values for hafnium dioxide. The trap depth follows from the chosen $U_0$ and is not a prediction for an oxygen vacancy. The model also omits effects much larger than its numerical errors. Take a Gaussian density of width 0.097 nm, the spread of the computed state when each site is treated as a filled cube. Two electrons that share it have a bare repulsion of about 8.4 eV. More than half of the variance comes from the assumed cube ($a/\sqrt{12}=0.072$ nm), and the density of filled cubes itself gives about 9.2 eV, so this number and those derived from it depend on the assumed shape by at least 10%. Divided by a fast dielectric constant of 4.5, this becomes 1.9 eV. The electrostatic self-energy of one such electron is half the repulsion of two. The slow, ionic part of the screening lowers it by about $\tfrac12\times8.4\,(1/4.5-1/20)=0.72$ eV, which is the lattice relaxation. To estimate the thermal broadening, treat the lattice as one classical oscillator with energy $q^2/2-cq$, where $-cq$ is the shift of the level. Its relaxation is $c^2/2$ and the variance of $q$ is $k_BT$, so the level spreads by $c\sqrt{k_BT}=\sqrt{2\times0.72\times0.034}=0.22$ eV at 398 K. This classical value is a lower limit, since optical phonons of an oxide are not small against $k_BT=34$ meV: a quantum mode of energy $\hbar\omega$ has variance $0.72\text{ eV}\times\hbar\omega\coth(\hbar\omega/2k_BT)$, which gives 0.23 to 0.27 eV for 30 to 90 meV. Continuum screening is doubtful at such short distances, so these are sizes, not corrections. They mean that a real trap level could move by an amount comparable with its depth.

Within the model, other shifts of the level are smaller. Periodic images and the hard walls of a 2.25 nm film each shift the level by less than 0.1 meV. Metal electrodes on both sides of such a film, which the model omits, would lower a level at its centre by about 0.1 eV through their image charges, if the trap is neutral when empty and the fast dielectric constant is used. If the empty trap carries one positive charge, the level rises by the same amount. A field of 2 MV/cm hardly changes the level at a fixed site, but moves it by 0.20 eV relative to an electrode for each nanometre of displacement. For decay along a cubic axis, with no transverse wavevector and decay constant $\kappa$, the model's tunnelling factor $e^{-2\kappa d}$ over $d=1$ nm is $4\times10^{-5}$. At the trap level this decay corresponds to a parabolic mass of 0.42 electron masses, well above a rough tunnelling mass of 0.1 to 0.2 for this oxide, so real leakage through such a trap could be much larger.

## Values computed for the example and the checks

```
band edges Ev, Ec: 0.0, 5.8 eV
hoppings ss, pp, sp: 0.6, 0.2, 0.6 eV
defect depth: 6.0 eV; site spacing: 0.25 nm
cell edge: 2.00 nm; orbitals: 2048
conduction mass: 0.719 electron masses
fold energy: 2.900 eV
step 0: energy 1.31719408 eV, spread 4.68e+00 eV
step 5: energy 0.89013535 eV, spread 2.59e+00 eV
step 10: energy 3.48264117 eV, spread 4.13e-01 eV
step 15: energy 3.49017754 eV, spread 1.96e-02 eV
step 20: energy 3.49019648 eV, spread 1.05e-03 eV
step 31: energy 3.49019661 eV, spread 8.11e-07 eV
step 15: folded error 3.61e-04, bound 1.57e-02 eV^2
level, folded search: 3.49019661 eV = 0.128262 Ha
level, full diagonalisation: 3.49019661 eV
level, Bloch sum: 3.49019661 eV
depth below Ec: 2.3098 eV
state mismatch (sine of angle): 1.9e-07
weight on defect orbital: 0.8419
neighbour levels: 0.0000, 5.8123 eV
capture window: 1.7451 to 4.6513 eV
fold at 5.1513 eV finds instead: 5.8123 eV
best fold by scan: 2.906 eV; folded gap 8.105 eV^2
distances e1, e2, emax: 0.5902, 2.9000, 10.0966 eV
K_1, K_F at midgap: 4.116, 12.602; ratio 3.062
K_1, K_F at fold = level: 4.094, 16.760
kappa(H-fold), kappa(F): 17.11, 292.7
descent rate F: 0.1607 measured, 0.1590 law, per step
descent rate |H-fold|: 0.5016 measured, 0.4959 law
Krylov steps to angle 1e-6: F 29, |H-fold| 16
1D grid 0.02500 nm: span 247 eV, K_1 245.8, K_F 1.148e+04
1D grid 0.01250 nm: span 978 eV, K_1 1003.4, K_F 1.874e+05
1D grid 0.00625 nm: span 3905 eV, K_1 4034.0, K_F 3.014e+06
growth on last halving: K_1 4.02, K_F 16.08
neglected, cell size: 0.087 meV
film thickness: 2.25 nm; field: 2.0 MV/cm
neglected, hard walls: 0.0298 meV
neglected, field at fixed site: 0.0036 meV
field shift for 1 nm displacement: 0.20 eV
Gaussian width of charge: 0.0968 nm
dielectric constants, fast and static: 4.5, 20.0
neglected, repulsion of two electrons: 1.87 eV
neglected, lattice relaxation: 0.72 eV
thermal broadening at 398 K: 0.22 eV
decay constant: 5.05 1/nm
tunnelling factor over 1 nm: 4.1e-05
```
